# Optical conductivity from the Matsubara current bubble in single-band DMFT

**Setting.** Electrons of charge $q$ fill one band $\epsilon_k$ on a Bravais lattice of $N$ sites and volume $V$, with a site-local interaction. Units are Hartree atomic units with $k_B=1$, $\beta=1/T$, and $f(x)=1/(e^{\beta x}+1)$. A uniform vector potential $A(t)$ along $x$, with $E=-\partial_tA$, enters by the Peierls rule $k_x\to k_x-qA$. With $v_k=\partial\epsilon_k/\partial k_x$ and $\epsilon''_k=\partial v_k/\partial k_x$,
$$H(A)=H-jA+\tfrac12V\hat KA^2+\dots,\quad j=q\sum_{k\sigma}v_kn_{k\sigma},\quad \hat K=\frac{q^2}{V}\sum_{k\sigma}\epsilon''_kn_{k\sigma}.$$
The phase is homogeneous and normal, with $\langle j\rangle=0$, and $K=\langle\hat K\rangle$. Frequencies are $\omega_n=(2n+1)\pi T$ and $\nu_m=2\pi mT$.

**(a)** Express $\sigma$ through $K$ and the retarded current correlation function, and relate the latter to $\Pi(i\nu)=V^{-1}\int_0^\beta d\tau\,e^{i\nu\tau}\langle j(\tau)j\rangle$.

*Solution.* The current operator is $J=-\partial H/\partial A=j-V\hat KA$. Take $A=ae^{-izt}$ with $\mathrm{Im}\,z>0$, so that the field is switched on from $t=-\infty$. First-order perturbation theory with $\delta H=-jA$ gives $\delta\langle j(t)\rangle=i\int_{-\infty}^tdt'\langle[j(t),j(t')]\rangle A(t')$, hence
$$\frac{\langle J\rangle}{V}=-[K-\Pi^R(z)]A,\qquad \Pi^R(z)=\frac iV\int_0^\infty ds\,e^{izs}\langle[j(s),j]\rangle .$$
Since $E=izA$, we have $A=E/iz$ and
$$\sigma(z)=\frac iz\,[K-\Pi^R(z)].\tag{1}$$
Insert eigenstates of $H-\mu N$, with energies $E_m$ and weights $p_m$. The commutator is $\sum_{mn}|j_{mn}|^2(p_m-p_n)e^{i(E_m-E_n)s}$, and $i\int_0^\infty e^{i(z+E_m-E_n)s}ds=1/(E_n-E_m-z)$, so
$$\Pi^R(z)=\frac1V\sum_{mn}|j_{mn}|^2\frac{p_m-p_n}{E_n-E_m-z}.\tag{2}$$
In imaginary time $\langle j(\tau)j\rangle=\sum p_m|j_{mn}|^2e^{\tau(E_m-E_n)}$. Using $e^{i\nu\beta}=1$ and $p_me^{\beta(E_m-E_n)}=p_n$, each term integrates to $(p_n-p_m)/(i\nu+E_m-E_n)$, which is the term of (2) at $z=i\nu$. Thus $\Pi(i\nu_m)=\Pi^R(i\nu_m)$ for $m>0$. At $\nu=0$ pairs with $E_m=E_n$ add $\beta p_m|j_{mn}|^2/V$, which (2) lacks. From here on $\Pi(z)$ means (2).

With $i/(\omega+i0)=\pi\delta(\omega)+i\,\mathrm P/\omega$, (1) gives $\mathrm{Re}\,\sigma=\pi D\,\delta(\omega)+\sigma_{\rm reg}$, where $\sigma_{\rm reg}=\mathrm{Im}\,\Pi(\omega+i0)/\omega$ and $D=K-\Pi(z\to0)$. Because $\mathrm{Im}(E-\omega-i0)^{-1}=\pi\delta(\omega-E)$, (2) reads $\Pi(z)=\pi^{-1}\int d\omega\,\mathrm{Im}\,\Pi(\omega+i0)/(\omega-z)$, and exchanging $m\leftrightarrow n$ shows that $\mathrm{Im}\,\Pi$ is odd. In $1/(\omega-i\nu)=(\omega+i\nu)/(\omega^2+\nu^2)$ the $i\nu$ part then drops:
$$\Pi(i\nu)=\frac2\pi\int_0^\infty d\omega\,\frac{\omega^2\sigma_{\rm reg}(\omega)}{\omega^2+\nu^2},\qquad\nu\neq0.\tag{3}$$

**(b)** Let the self-energy be local: $G_k(i\omega_n)=(\zeta_n-\epsilon_k)^{-1}$, $\zeta_n=i\omega_n+\mu-\Sigma(i\omega_n)$. Keep the part $\Pi_0$ of $\Pi$ made of two independent full propagators, do the frequency sum, and continue to real frequency.

*Solution.* In $\langle c_k^\dagger(\tau)c_k(\tau)c_{k'}^\dagger c_{k'}\rangle$ pair the outer and the inner operators; this moves $c_{k'}$ past two operators, costs no sign, and forces $k'=k$. With $G(\tau)=-\langle T_\tau c(\tau)c^\dagger\rangle$ and $\tau>0$, $\langle c(\tau)c^\dagger\rangle=-G(\tau)$ and $\langle c^\dagger(\tau)c\rangle=+G(-\tau)$. The other pairing gives $\langle j\rangle^2=0$. Insert $G(\tau)=T\sum_ne^{-i\omega_n\tau}G(i\omega_n)$; the $\tau$ integral sets the frequency of $G(\tau)$ equal to that of $G(-\tau)$ plus $\nu$:
$$\Pi_0(i\nu)=-\frac{q^2}{V}\sum_{k\sigma}v_k^2\,T\sum_nG_k(i\omega_n)G_k(i\omega_n+i\nu).\tag{4}$$
Write $G_k(i\omega_n)=\int dx\,A(\epsilon_k,x)/(i\omega_n-x)$, with $A(\epsilon,x)=-\pi^{-1}\mathrm{Im}[x+\mu-\epsilon-\Sigma(x+i0)]^{-1}$. Partial fractions give
$$\frac1{(i\omega_n-x)(i\omega_n+i\nu-y)}=\frac1{i\nu+x-y}\left[\frac1{i\omega_n-x}-\frac1{i\omega_n+i\nu-y}\right].$$
The sum $T\sum_ne^{i\omega_n0^+}/(i\omega_n-x)$ is $G(0^-)$ of a free level at $x$, its occupation $f(x)$. In the second term $\omega_n+\nu_m=\omega_{n+m}$, so relabelling $n$ gives $f(y)$. Therefore
$$\Pi_0(z)=-\frac{q^2}{V}\sum_{k\sigma}v_k^2\iint dx\,dy\,A(\epsilon_k,x)A(\epsilon_k,y)\frac{f(x)-f(y)}{z+x-y}\tag{5}$$
at $z=i\nu_m$. As a function of $z$, (5) is analytic in the upper half plane and bounded for $\mathrm{Im}\,z>\delta>0$, as a function of the form (2) is. Two such functions that agree at all $i\nu_m$ coincide: their difference is bounded and analytic with zeros for which $\sum1/\nu_m$ diverges, and by the Blaschke condition it vanishes identically. So (5) is the continuation.

The order of steps matters. If $i\nu\to\omega$ is put into (4) before summing, the second term is a level at $y-\omega$ and the kernel becomes $[f(x)-f(y-\omega)]/(\omega+x-y)$. Its numerator vanishes at $\omega=y-x$, so there is no pole and no absorption. This function agrees with the right one at every $i\nu_m$, since $f(y-i\nu_m)=f(y)$, but $f(y-z)$ has poles in the upper half plane. For $x=-0.3$, $y=0.8$, $\omega=0.7$ Ha and $\beta=2$ Ha$^{-1}$ the two kernels are $-0.489$ and $-1.194$ Ha$^{-1}$.

Now use $\mathrm{Im}(\omega+i0+x-y)^{-1}=-\pi\delta(y-x-\omega)$, whose sign cancels that of (5), and divide by $\omega$. The spectral functions depend on $k$ through $\epsilon_k$, so the $k$ sum reduces to the transport function $\Phi(\epsilon)=V^{-1}\sum_kv_k^2\,\delta(\epsilon-\epsilon_k)$:
$$\sigma_{\rm reg}(\omega)=\pi q^2\sum_\sigma\int d\epsilon\,\Phi(\epsilon)\int d\omega'A(\epsilon,\omega')A(\epsilon,\omega'+\omega)\frac{f(\omega')-f(\omega'+\omega)}{\omega}.\tag{6}$$
Each factor is non-negative, since $f$ decreases. A photon lifts an electron from occupied weight at $\omega'$ to empty weight at $\omega'+\omega$ at the same $k$, which needs spectral weight at more than one frequency for that $k$. At $\omega\to0$ the last factor becomes $-f'(\omega')$.

**(c)** Find $\Pi_0(i\nu=0)$ and the weight $D$ that the bubble implies. Treat the limits $\Sigma=0$ and $\Sigma=-i\gamma$ with small $\gamma$.

*Solution.* A local $\Sigma$ gives $\partial G_k/\partial k_x=v_kG_k^2$. For $N\to\infty$ the $k$ sum is an integral of periodic functions, and integration by parts has no boundary term:
$$\Pi_0(0)=-\frac{q^2}{V}\sum_{k\sigma}v_k\,\partial_{k_x}T\sum_nG_k=\frac{q^2}{V}\sum_{k\sigma}\epsilon''_k\langle n_{k\sigma}\rangle=K .$$
To compare with $\nu\to0$, symmetrize (5) in $x\leftrightarrow y$. With $u=x-y$, $\tfrac12[(i\nu+u)^{-1}-(i\nu-u)^{-1}]=u/(u^2+\nu^2)$, so the kernel is
$$\frac{f(x)-f(y)}{x-y}\;\frac{u^2}{u^2+\nu^2}.$$
At $\nu=0$ the kernel is the first factor alone, equal to $f'(x)$ at $x=y$. The second factor tends to 1 except on the line $u=0$. At $T>0$ the first factor is bounded by $\beta/4$, so the limit may be taken under the integrals. (At $T=0$ this bound is lost, and a self-energy whose imaginary part vanishes as $\omega^2$ at the Fermi level can leave a finite $D$.) If, at $T>0$, $A$ holds no $\delta$ function, that line has no weight, $\Pi_0(z\to0)=K$ and $D=0$; then (3) at $\nu\to0$ is the sum rule
$$\frac2\pi\int_0^\infty\mathrm{Re}\,\sigma\,d\omega=K.\tag{7}$$
For $\Sigma=0$, $A=\delta(x+\mu-\epsilon)$ puts all weight on $u=0$. Then $\Pi_0(i\nu\neq0)=0$, $\sigma_{\rm reg}=0$ and $D=K$, as expected when $j$ commutes with $H$.

For $\Sigma=-i\gamma$, $A$ is a Lorentzian in $\epsilon$ of half width $\gamma$. Let $\Phi$ vary little over $\gamma$, $\omega$ and $T$ around $\mu$. The overlap of two such Lorentzians displaced by $\omega$ is a Lorentzian of half width $2\gamma$, because their Fourier transforms $e^{-\gamma|s|}$ multiply: $\int d\epsilon\,AA=\pi^{-1}2\gamma/(\omega^2+4\gamma^2)$. With $\int d\omega'[f(\omega')-f(\omega'+\omega)]=\omega$, each spin gives the Drude form
$$\mathrm{Re}\,\sigma(\omega)=q^2\Phi(\mu)\frac{2\gamma}{\omega^2+4\gamma^2},\qquad\sigma_{\rm dc}=\frac{q^2\Phi(\mu)}{2\gamma}.\tag{8}$$
The transport rate $1/\tau=2\gamma$ equals the single-particle decay rate.

**(d)** Dynamical mean-field theory (DMFT) takes $\Sigma_{ij}=\delta_{ij}\Sigma_i[G_{ii}]$, a functional of the local Green function of the same site, also in a field. Find the correction to $\Pi_0$ in this theory, and decide whether inversion symmetry of $\epsilon_k$ is needed.

*Solution.* Add one Fourier component $\delta H(\tau)=\lambda e^{i\nu\tau}\sum_kg_kn_k$, $\nu\neq0$. In frequency space $e^{i\nu\tau}$ has the matrix element 1 between $1\equiv\omega_n$ and $2\equiv\omega_n+\nu$. From $G^{-1}=i\omega+\mu-\epsilon-\Sigma-\lambda g$ and $\delta G=-G\,\delta(G^{-1})G$,
$$\delta G_{k,n}=G_{k1}(\lambda g_k+\delta\Sigma_n)G_{k2}.\tag{9}$$
For $O=\sum_ko_kn_k$ the induced value is $\delta\langle O(\tau)\rangle=e^{i\nu\tau}T\sum_{kn}o_k\,\delta G_{k,n}$, and perturbation theory gives it as $-\int_0^\beta d\tau'\langle T_\tau O(\tau)\delta H(\tau')\rangle$. For $o=g=v$ the latter is $-\lambda e^{i\nu\tau}V\Pi(i\nu)/q^2$, because $\Pi$ is even in $\nu$ by (3). Hence $\Pi=-(q^2/V\lambda)T\sum_{kn\sigma}v_k\delta G_{k,n}$; the first term of (9) returns (4), and $\delta\Sigma$ carries the whole vertex correction.

The field is uniform, so all sites stay equivalent, and a site-diagonal $\delta\Sigma$ does not depend on $k$. It is linear in the local change, $\delta\Sigma=\Gamma\,\delta G_{\rm loc}$, where the irreducible vertex $\Gamma$ is a matrix in $n$ and spin. Average (9) over $k$, writing $\langle\cdot\rangle_k=N^{-1}\sum_k$:
$$\delta G_{{\rm loc},n}=\lambda L_n+\chi_n\delta\Sigma_n,\quad L_n=\langle v_kG_{k1}G_{k2}\rangle_k,\quad\chi_n=\langle G_{k1}G_{k2}\rangle_k .$$
Then $\delta\Sigma=\lambda(1-\Gamma\chi)^{-1}\Gamma L=\lambda(\Gamma^{-1}-\chi)^{-1}L$, and
$$\Pi-\Pi_0=-\frac{q^2N}{V}\,T\,L^{\rm T}(\Gamma^{-1}-\chi)^{-1}L.\tag{10}$$
If $\epsilon_{-k}=\epsilon_k$, then $v$ is odd and $G_{k1}G_{k2}$ even, and $L_n=0$ on any grid symmetric under $k\to-k$. Without this symmetry use $G_1G_2=(G_1-G_2)/(\zeta_2-\zeta_1)$ and $v_kG_k=-\partial_{k_x}\ln(\zeta-\epsilon_k)$:
$$L_n=\frac1{\zeta_2-\zeta_1}\left\langle\partial_{k_x}\big[\ln(\zeta_2-\epsilon_k)-\ln(\zeta_1-\epsilon_k)\big]\right\rangle_k .$$
The spectral form of $\Sigma$ gives $-\mathrm{Im}\,\Sigma(i\omega_n)$ the sign of $\omega_n$, so $|\mathrm{Im}\,\zeta_n|\ge\pi T$. Each logarithm stays in one half plane and is periodic in $k_x$, and the zone integral of its derivative is zero (for $\zeta_1=\zeta_2$ the antiderivative is $G$). So $L_n=0$ for $N\to\infty$ without parity. On $N_k$ equally spaced points the sum picks up the Fourier coefficients at multiples of $N_k$, which fall exponentially for an analytic function.

Thus $\Pi(i\nu_m)=\Pi_0(i\nu_m)$ for all $m>0$, the continuations agree by the uniqueness in (b), and (6) is the full DMFT conductivity. A local scatterer has no preferred outgoing direction, and a uniform electric field does not change $G_{ii}$ in first order. If $\Gamma^{-1}-\chi$ is invertible, $\delta\Sigma=0$; but even otherwise the correction is proportional to $\sum_nL_n\delta\Sigma_n$, which vanishes for any finite $k$-independent $\delta\Sigma$. The proof of $L_n=0$ uses two things. The wave vector is zero; at $Q\neq0$ the product $G_kG_{k+Q}$ is in general not a function of $\epsilon_k$ alone (a nesting vector with $\epsilon_{k+Q}=-\epsilon_k$ is an exception) and $L$ need not vanish, although a symmetry can still force it to, for example a mirror $k_x\to-k_x$ with $Q$ along $y$. And $G_k$ is a scalar function of $\epsilon_k$; (e) gives a case where this fails and the correction is finite.

**(e)** In the spinless Falicov–Kimball model a site has energy $U$ when it holds a static particle, with probability $w$. Its DMFT equations are $\mathcal G^{-1}=G_{\rm loc}^{-1}+\Sigma$ and $G_{\rm loc}=(1-w)\mathcal G+w(\mathcal G^{-1}-U)^{-1}$. Find $\delta\Sigma$ for a uniform potential, $g=1$, and from it $\Gamma$. Then find $\Pi-\Pi_0$ for a chain of period 1 with sites A and B a distance $\tfrac12$ apart and alternating hoppings $t_1,t_2$.

*Solution.* In the field the equations hold as matrix equations in frequency. The weight $w$ depends on determinants of $\mathcal G^{-1}$ and $\mathcal G^{-1}-U$, which a strictly triangular perturbation leaves unchanged. The first-order element $(n,n+m)$ of an inverse involves the same element of the matrix and no other, so $\Gamma$ is diagonal in $n$.

The equations consist of sums, inverses and multiples of the unit matrix, so a similarity transform of a solution is a solution. Take $S=1+\alpha P$, with $P$ the shift having $P_{12}=1$. For diagonal $M$, $SMS^{-1}$ gains the element $\alpha(M_2-M_1)$. For $G_k^{-1}$ this is $\alpha i\nu-\alpha(\Sigma_2-\Sigma_1)$, to be matched with $-\lambda-\delta\Sigma$. So $\alpha=-\lambda/i\nu$ and
$$\delta\Sigma_n=\lambda\frac{\Sigma_1-\Sigma_2}{i\nu},\quad\delta G_{{\rm loc},n}=\lambda\frac{G_1-G_2}{i\nu},\quad\Gamma_n=\frac{\Sigma_1-\Sigma_2}{G_1-G_2}.\tag{11}$$
This is the Ward identity of charge conservation: $\sum_n(G_1-G_2)$ telescopes to zero. The density vertex $\Lambda=1+\delta\Sigma/\lambda$ differs from 1, so the vanishing in (d) belongs to the current and not to every vertex. $\Gamma_n$ is the ratio fixed by the single-site equations, and it applies whatever field produced $\delta G_{\rm loc}$.

For the chain, $H_{AB}=h=-(t_1e^{ik/2}+t_2e^{-ik/2})$, $v_{AB}=h'$, $v_{BA}=h'^*$. Inversion about a bond centre exchanges A and B, so they share $\zeta$, and $G_{AA}=G_{BB}=\zeta/D$, $G_{AB}=h/D$, $G_{BA}=h^*/D$ with $D=\zeta^2-|h|^2$. Multiplying out,
$$h'h^*=\tfrac i2(t_1e^{ik/2}-t_2e^{-ik/2})(t_1e^{-ik/2}+t_2e^{ik/2})=\tfrac i2(t_1^2-t_2^2)-t_1t_2\sin k .$$
The source on A is $[G_1vG_2]_{AA}=(\zeta_1h'h^*+\zeta_2hh'^*)/D_1D_2$, and on B the same with $\zeta_1\leftrightarrow\zeta_2$. The $\sin k$ part is odd and averages out; the imaginary part survives:
$$L_A=-L_B\equiv L=\tfrac i2(\zeta_1-\zeta_2)(t_1^2-t_2^2)\langle1/D_1D_2\rangle_k .$$
The response is staggered, $\delta\Sigma=\lambda s\,\sigma_z$. Since $[G_1\sigma_zG_2]_{AA}=-[G_1\sigma_zG_2]_{BB}=(\zeta_1\zeta_2-|h|^2)/D_1D_2$, with average $\chi_s$, we get $s=\Gamma(L+\chi_ss)$. The off-diagonal elements are $[G_1\sigma_zG_2]_{AB}=(\zeta_1-\zeta_2)h/D_1D_2$ and $[\,\cdot\,]_{BA}=-(\zeta_1-\zeta_2)h^*/D_1D_2$, so $\mathrm{tr}[vG_1\sigma_zG_2]=(\zeta_1-\zeta_2)(hh'^*-h'h^*)/D_1D_2$, which averages to $-2L$. Hence
$$\Pi-\Pi_0=2q^2T\sum_n\frac{L_n^2\,\Gamma_n}{1-\Gamma_n\chi_{s,n}}.\tag{12}$$
The field moves charge between A and B, and the local self-energies follow. For $t_1=t_2$ the chain is a single band and (12) vanishes.

Numbers follow from iterating the matrix DMFT equations on the $2\times2$ frequency blocks, from a nonzero start for $\delta\Sigma$, at $\nu_1$ with $t=0.01$, $U=0.03$, $T=0.005$ Ha and lattice constant 1 bohr. For $t_1=0.015$, $t_2=0.005$ Ha, $w=\tfrac12$, $\mu=U/2$, the bubble is $1.0256\times10^{-3}$ Ha bohr, and the vertex part is $1.894\times10^{-4}$ Ha bohr both from the iteration and from (12), 18% of the bubble. For the single band $\epsilon_k=-2t\cos k-t\sin2k$, which has no reflection point, with $w=0.3$, $\mu=0.4t$ and $g=v$, the largest $|\delta\Sigma|/\lambda t$ over the lowest frequency pairs is $2.3\times10^{-2}$ for $N_k=8$ on the grid through $k=0$ (the value depends on the offset of the grid). For $N_k=128$ it is below $10^{-12}$, the residue left when the iteration stops.

**(f)** On the hypercubic lattice, $\epsilon_k=-2t\sum_a\cos k_a$ with $t=t^*/\sqrt{2d}$, estimate the relative size of the nonlocal vertex correction of the Hubbard model at second order in $U$.

*Solution.* The scaling keeps $\langle\epsilon^2\rangle_k=2dt^2=t^{*2}$ fixed. Sites $\ell$ steps apart are joined by a number of shortest paths independent of $d$, so $G_{ij}\sim d^{-\ell/2}$. The second-order self-energy is $\Sigma_{ij}(\tau)=-U^2G_{ij}(\tau)^2G_{ji}(-\tau)$, and its change in the field is a sum of terms $U^2GG\,\delta G$. The reflection $x\to-x$ reverses $A$, so $\delta G_{ij}=0$ unless $i$ and $j$ differ in $x$. On an $x$ bond the bare perturbation is $\delta t\sim d^{-1/2}A$. The direct term $G_{ii}\,\delta t\,G_{jj}$ of $\delta G_{ij}$ is of the same order. So is the sum over the parallel bonds $\ell$ steps away, which number about $d^\ell$ and each enter with two propagators of order $d^{-\ell/2}$. Hence $\delta G_{ij}\sim d^{-1/2}A$ and $\delta\Sigma_{ij}\sim d^{-3/2}A$, smaller than $\delta t$ by $1/d$. At distance $\ell$ there are of order $d^{\ell-1}$ sites with an $x$ step, each giving $d^{-3\ell/2}$; together they give at most $d^{-(\ell+1)/2}$ relative to $\delta t$. At this order in $U$ the correction is of relative order $1/d$, and (6), itself of order $v^2\sim1/d$, is the leading term.

A static $A$ shifts $k$ in $\Sigma_k$ too, so the static vertex is $\Lambda_k=v_k+\partial_{k_x}\Sigma_k$. The nearest-neighbour part $2\Sigma_{01}\sum_a\cos k_a$ has the shape of $\epsilon_k$, which gives $\Lambda/v-1=-\Sigma_{01}/t$. Take free propagators at half filling, $G_{01}(\tau)=-\langle\cos k_1\,e^{-\epsilon_k\tau}[1-f(\epsilon_k)]\rangle_k$, build the distribution of $\epsilon_k$ by Fourier convolution of $d$ one-dimensional ones, and integrate over $\tau$ by Gauss quadrature. For $U=2t^*$, $T=0.25t^*$, at $\omega_0$:

| $d$ | 2 | 8 | 32 | 64 |
|---|---|---|---|---|
| $d(\Lambda/v-1)$ | 0.0510 | 0.0484 | 0.0472 | 0.0470 |

The product levels off. The value $0.025$ of $\Lambda/v-1$ at $d=2$ holds for this order, bond and frequency, and bounds nothing else.

**(g)** Evaluate (6) for the model of (e) on the square lattice, with $t=0.01$, $U=0.03$, $T=0.005$, $\mu=0.015$ Ha and $w=\tfrac12$, and compare with (3), (7) and (8).

*Solution.* In two dimensions $v^2\propto a^2$ cancels the cell area, so $\sigma$ is a sheet conductance in $e^2/\hbar$. At fixed $k_y=\theta$ two roots $k_x$ each give $v^2/2\pi|v|$, so
$$\Phi(\epsilon)=\frac1{\pi^2}\int_0^\pi d\theta\,\mathrm{Re}\sqrt{4t^2-(\epsilon+2t\cos\theta)^2},$$
with $\Phi(0)=4t/\pi^2=4.053\times10^{-3}$ Ha and, by quadrature, $\Phi(-2t)=2.7232\times10^{-3}$ Ha. For $\gamma=0.02t$, $\mu=-2t$, $T=0$, (8) gives $2.7232\times10^{-3}/(4\times10^{-4})=6.8080$, and quadrature of $\pi\int\Phi A^2d\epsilon$ gives $6.8079$.

The DMFT equations are iterated twice: on a real-frequency grid just above the axis, where (6) is summed on grids in $\epsilon$ and $\omega'$, and on the Matsubara axis with explicit $k$ sums, where (4) and $K$ are summed with the $1/\omega_n^2$ tails added analytically. This gives $\Sigma(\omega=0)=0.0150-0.0204i$ Ha and $\Sigma(i\omega_0)=0.0150-0.008644i$ Ha. For the pair $(-\omega_0,\omega_0)$, where $\Sigma_1=\Sigma_2^*$, (11) gives the density vertex $1+2(0.008644)/0.03142=1.550$.

| $\omega$ (Ha) | 0 | 0.01 | 0.02 | 0.03 | 0.04 | 0.06 |
|---|---|---|---|---|---|---|
| $\sigma$ ($e^2/\hbar$) | 0.1349 | 0.1214 | 0.1219 | 0.0919 | 0.0418 | 0.0050 |

The dc value is $0.13487\times2.434\times10^{-4}\ \mathrm S=3.28\times10^{-5}$ S per sheet. The Matsubara sums give $K=\Pi_0(0)=2.971188\times10^{-3}$ Ha and the left side of (7) is $2.971183\times10^{-3}$ Ha, lower by $2\times10^{-6}$ relative to $K$, so no weight is left for a $\delta$ function. At $\nu_1=0.03142$ Ha, (4) gives $8.44734\times10^{-4}$ Ha and (3) gives $8.44730\times10^{-4}$ Ha. For $U=0$, $\mu=0$ the same sums give $K=3.7455\times10^{-3}$ Ha, all in $\delta(\omega)$; the scattering leaves $2.9712/3.7455=0.79$ of this weight and spreads it over finite frequencies.

The shape is not of Drude type. A Drude curve with the same $\sigma_{\rm dc}$ and $K$ has, by (7), $1/\tau=K/\sigma_{\rm dc}=0.0220$ Ha, and would give $0.1349/(1+0.82)=0.074$ at $0.02$ Ha and $0.1349/(1+7.4)=0.016$ at $0.06$ Ha, against $0.122$ and $0.005$. The maximum is at $\omega=0$; the values at $0.01$ and $0.02$ Ha show a shallow dip and a weak rise, and at $\omega=U$ the curve has already fallen. That the rise comes from transitions between weight below and above a dip of the local spectrum at $\mu$ is a conjecture.

The estimate (8) with $\gamma=0.0204$ Ha gives $4.053\times10^{-3}/0.0407=0.100$, below $0.135$. The reason can be located. Integration by parts as in (c) gives $\Phi'(\epsilon)=\langle\epsilon''_k\delta(\epsilon-\epsilon_k)\rangle_k$, and $x\leftrightarrow y$ symmetry replaces $\epsilon''_k=2t\cos k_x$ by $-\epsilon/2$, so $\Phi\le\Phi(0)$. Then $\pi\int\Phi A^2d\epsilon\le\Phi(0)/2|\mathrm{Im}\,\Sigma(\omega')|$ at each $\omega'$, and $0.100$ is an upper bound at $\omega'=0$. A thermal average of $0.1349$ requires frequencies, weighted by $-f'$, where $|\mathrm{Im}\,\Sigma|<4.053\times10^{-3}/(2\times0.1349)=0.015$ Ha: the scattering is weaker away from $\mu$.

These numbers are those of homogeneous DMFT at fixed $w$. They leave out nonlocal self-energies and vertices, among them the interference corrections of weak localization in two dimensions, and any spatial order of the static particles.

Numbers in the example were calculated in double precision.
